**Four steps per orbital: Gelfand-Tsetlin patterns against fermion matrices**

An electronic Gelfand-Tsetlin row for the first k orbitals has a twos, b ones and c zeros, and betweenness allows four types of step between successive rows. The first k orbitals then hold N_k = 2a + b electrons with total spin S_k = b/2, in units of ħ. The program enumerates patterns from the inequalities and asserts that they coincide with the walks built from the four steps for up to five orbitals. It also asserts that the joint spectrum of N_k, S_k² and S_z in the 256-dimensional Fock space of four orbitals matches the patterns with the right multiplicities. Further assertions cover the blocked steps, the Casimir eigenvalues, the highest-weight vectors and the counting formula. The output shows 2, 4 and 8 step types for largest entries 1, 2 and 3, and lists the 20 singlet paths of four electrons in four orbitals. For the paths 1212 and 1122 it shows that the combined spin of orbitals 2 and 3 is not sharp, although every cumulative spin S_k is.

## Numerical verification

```python
"""
Result under test: a Gelfand-Tsetlin pattern of an electronic state has rows made
of a twos, b ones and c zeros (a+b+c = k in row k). The betweenness conditions
    m[i,k] >= m[i,k-1] >= m[i+1,k]
allow exactly four steps (da,db,dc) between rows:
    d=0 (0,0,1)   d=1 (0,1,0)   d=2 (1,-1,1)   d=3 (1,0,0)
and the first k orbitals hold N_k = 2a+b electrons with total spin S_k = b/2.
Patterns come from the inequalities; N_k and S_k^2 from fermion matrices.
Spin is in units of hbar. Step strings are read from orbital 1 upward.
"""
from collections import Counter
from functools import reduce
from itertools import combinations_with_replacement, product
from math import comb
import numpy as np

STEPS = {0: (0, 0, 1), 1: (0, 1, 0), 2: (1, -1, 1), 3: (1, 0, 0)}
STEP_OF = {change: d for d, change in STEPS.items()}


def top_rows(length, largest):
    """All non-increasing rows with entries 0..largest."""
    return combinations_with_replacement(range(largest, -1, -1), length)


def rows_below(row):
    """All rows allowed below the given one by betweenness."""
    return product(*[range(row[i + 1], row[i] + 1) for i in range(len(row) - 1)])


def patterns(row):
    """All patterns with this top row, listed from the shortest row upward."""
    if not row:
        yield ()
        return
    for lower in rows_below(row):
        for rest in patterns(lower):
            yield rest + (row,)


def counts(row, largest=2):
    return tuple(row.count(v) for v in range(largest, -1, -1))


def difference(upper, lower):
    return tuple(u - v for u, v in zip(upper, lower))


def tableau(pattern):
    return tuple(counts(row) for row in pattern)


def step_string(tab):
    nodes = ((0, 0, 0),) + tab
    return "".join(str(STEP_OF[difference(nodes[k + 1], nodes[k])])
                   for k in range(len(tab)))


# ---- Step types found from the inequalities, for several largest entries
step_types = {}
for largest in (1, 2, 3):
    found = set()
    for k in range(1, 7):
        for row in top_rows(k, largest):
            for lower in rows_below(row):
                found.add(difference(counts(row, largest), counts(lower, largest)))
    step_types[largest] = found
    assert len(found) == 2 ** largest
assert step_types[2] == set(STEPS.values())


# ---- Which steps are open at each node
def open_steps(row):
    return sorted(STEP_OF[difference(counts(row), counts(lower))]
                  for lower in rows_below(row))


for k in range(1, 8):
    for row in top_rows(k, 2):
        a, b, c = counts(row)
        rule = [d for d, ok in enumerate((c >= 1, b >= 1, a >= 1 and c >= 1, a >= 1))
                if ok]
        assert open_steps(row) == rule


# ---- Converse: walks made of the four steps give the same tableaux
def all_walks(n):
    walks = [((0, 0, 0),)]
    for _ in range(n):
        grown = []
        for walk in walks:
            for change in STEPS.values():
                node = tuple(x + y for x, y in zip(walk[-1], change))
                if min(node) >= 0:
                    grown.append(walk + (node,))
        walks = grown
    return [walk[1:] for walk in walks]


def dimension(n, a, b):
    """Closed counting formula for the number of patterns."""
    c = n - a - b
    value, remainder = divmod((b + 1) * comb(n + 1, a) * comb(n + 1, c), n + 1)
    assert remainder == 0
    return value


def determinant_difference(n, a, b):
    """Determinants with M = S minus determinants with M = S + 1."""
    second = comb(n, a + b + 1) * comb(n, a - 1) if a > 0 else 0
    return comb(n, a + b) * comb(n, a) - second


for n in range(1, 6):
    from_rows = [tableau(p) for row in top_rows(n, 2) for p in patterns(row)]
    from_steps = all_walks(n)
    assert len(set(from_rows)) == len(from_rows)
    assert Counter(from_rows) == Counter(from_steps)
    for (a, b, c), number in Counter(t[-1] for t in from_rows).items():
        assert number == dimension(n, a, b) == determinant_difference(n, a, b)
    assert sum(t[-1][1] + 1 for t in from_rows) == 4 ** n

# ---- Fermion matrices for four orbitals, spin orbital index = 2*orbital + spin
n_orb = 4
n_so = 2 * n_orb
lower_one = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
unit = np.eye(2)
annihilate = [reduce(np.kron, [parity] * p + [lower_one] + [unit] * (n_so - p - 1))
              for p in range(n_so)]
E = [[sum(annihilate[2 * i + s].T @ annihilate[2 * j + s] for s in (0, 1))
      for j in range(n_orb)] for i in range(n_orb)]


def spin_z(orbitals):
    return 0.5 * sum(annihilate[2 * i].T @ annihilate[2 * i]
                     - annihilate[2 * i + 1].T @ annihilate[2 * i + 1]
                     for i in orbitals)


def spin_squared(orbitals):
    raising = sum(annihilate[2 * i].T @ annihilate[2 * i + 1] for i in orbitals)
    sz = spin_z(orbitals)
    return raising.T @ raising + sz @ sz + sz


def sharp_values(operator, vectors):
    """Eigenvalues on the columns, after checking that they are eigenvectors."""
    image = operator @ vectors
    values = np.sum(vectors * image, axis=0)
    assert np.max(np.abs(image - vectors * values)) < 1e-7
    return values


number_ops = [sum(E[i][i] for i in range(k)) for k in range(1, n_orb + 1)]
spin_ops = [spin_squared(range(k)) for k in range(1, n_orb + 1)]
Sz = spin_z(range(n_orb))

# Square roots of different primes keep different label sets apart.
weights = np.sqrt([2, 3, 5, 7, 11, 13, 17, 19, 23])
mixture = sum(w * op for w, op in zip(weights, number_ops + spin_ops + [Sz]))
levels, states = np.linalg.eigh(mixture)
smallest_gap = np.min(np.diff(levels))
assert smallest_gap > 1e-7

N_values = np.array([sharp_values(op, states) for op in number_ops])
S2_values = np.array([sharp_values(op, states) for op in spin_ops])
M_values = sharp_values(Sz, states)
S_values = (np.sqrt(1 + 4 * np.abs(S2_values)) - 1) / 2

measured = [tuple((round(N_values[k, s]), round(2 * S_values[k, s]))
                  for k in range(n_orb)) for s in range(states.shape[1])]
expected = Counter()
for row in top_rows(n_orb, 2):
    for p in patterns(row):
        tab = tableau(p)
        expected[tuple((2 * a + b, b) for a, b, c in tab)] += tab[-1][1] + 1
assert Counter(measured) == expected

# ---- Each row is the U(k) label: compare Casimir matrices with highest weights
casimir_error = 0.0
for k in range(1, n_orb + 1):
    casimir = sum(E[i][j] @ E[j][i] for i in range(k) for j in range(k))
    predicted = []
    for label in measured:
        N, b = label[k - 1]
        a = (N - b) // 2
        row = [2] * a + [1] * b + [0] * (k - a - b)
        predicted.append(sum(m * (m + k + 1 - 2 * (i + 1)) for i, m in enumerate(row)))
    residual = casimir @ states - states * np.array(predicted)
    casimir_error = max(casimir_error, np.max(np.abs(residual)))
assert casimir_error < 1e-7

# ---- Highest-weight vectors: annihilated by all raising generators
raising_norm = sum(E[i][j].T @ E[i][j] for i in range(n_orb)
                   for j in range(i + 1, n_orb))
norms, vectors = np.linalg.eigh(raising_norm)
null = vectors[:, norms < 1e-9]
diagonal_mix = sum(w * E[i][i] for i, w in enumerate(weights[:n_orb])) + weights[8] * Sz
highest = null @ np.linalg.eigh(null.T @ diagonal_mix @ null)[1]
occupations = np.array([sharp_values(E[i][i], highest) for i in range(n_orb)])
total_S2 = sharp_values(spin_ops[-1], highest)
weight_rows = Counter()
for s in range(highest.shape[1]):
    row = tuple(int(round(x)) for x in occupations[:, s])
    weight_rows[row] += 1
    half_b = row.count(1) / 2
    assert abs(total_S2[s] - half_b * (half_b + 1)) < 1e-7
assert weight_rows == Counter({r: r.count(1) + 1 for r in top_rows(n_orb, 2)})

# ---- Worked example: four electrons in four orbitals, singlet
top = (2, 2, 0, 0)
singlets = {step_string(tableau(p)): p for p in patterns(top)}


def find_state(path):
    """Index of the M = 0 vector that carries the labels of this path."""
    label = tuple((2 * a + b, b) for a, b, c in tableau(singlets[path]))
    hits = [s for s, m in enumerate(measured)
            if m == label and abs(M_values[s]) < 1e-6]
    assert len(hits) == 1
    return hits[0]


example = "1302"
index = find_state(example)
print("Step types for largest entry 1, 2, 3:",
      ", ".join(str(len(step_types[p])) for p in (1, 2, 3)))
for d, change in STEPS.items():
    print(f"Step d={d}: (da,db,dc)={change}, electrons added="
          f"{2 * change[0] + change[1]}, change of spin={change[1] / 2:+.1f} hbar")
print("Steps open below row 2200:", open_steps(top))
print("Steps open below row 210:", open_steps((2, 1, 0)))
print("Example path, orbital 1 to 4:", example)
for k in range(n_orb, 0, -1):
    row = singlets[example][k - 1]
    print(f"k={k}: row={''.join(map(str, row))}, (a,b,c)={counts(row)}, "
          f"measured N_k={N_values[k - 1, index]:.4f} electrons, "
          f"S_k={abs(S_values[k - 1, index]):.4f} hbar")
det_weights = np.sort(states[:, index] ** 2)[::-1]
print("Determinant weights in example state (M=0):",
      ", ".join(f"{w:.4f}" for w in det_weights if w > 1e-8))

names = sorted(singlets)
print("Number of singlet paths (4 electrons, 4 orbitals):", len(names))
for start in range(0, len(names), 10):
    print("Singlet paths:", " ".join(names[start:start + 10]))
print("Determinants with M=0 (4 electrons, 4 orbitals):", comb(4, 2) ** 2)

pair_spin = spin_squared([1, 2])
for path in ("1212", "1122"):
    s = find_state(path)
    vector = states[:, s]
    mean = vector @ pair_spin @ vector
    spread = np.sqrt(max(vector @ pair_spin @ pair_spin @ vector - mean ** 2, 0.0))
    assert spread > 0.1
    print(f"Path {path}: S_k for k=1..4 =",
          ", ".join(f"{abs(x):.1f}" for x in S_values[:, s]), "hbar")
    print(f"Path {path}: orbitals 2+3, mean S^2={mean:.4f} hbar^2, "
          f"standard deviation={spread:.4f} hbar^2")

print("Fock space dimension, 4 orbitals:", states.shape[0])
print("Patterns of all N and S, 4 orbitals:", len(expected))
print("Distinct highest weights, 4 orbitals:", len(weight_rows))
print("Highest-weight vectors, 4 orbitals:", highest.shape[1])
print(f"Largest Casimir residual: {casimir_error:.1e} (dimensionless)")

# ---- Larger count by adding up four-step walks node by node
nodes = Counter({(0, 0, 0): 1})
for _ in range(10):
    following = Counter()
    for node, number in nodes.items():
        for change in STEPS.values():
            new = tuple(x + y for x, y in zip(node, change))
            if min(new) >= 0:
                following[new] += number
    nodes = following
for (a, b, c), number in nodes.items():
    assert number == dimension(10, a, b)
print("Singlet paths, 10 electrons in 10 orbitals:", nodes[(5, 0, 5)])
print("Determinants with M=0, 10 electrons in 10 orbitals:", comb(10, 5) ** 2)
print("PASS")
```

Output:

```
Step types for largest entry 1, 2, 3: 2, 4, 8
Step d=0: (da,db,dc)=(0, 0, 1), electrons added=0, change of spin=+0.0 hbar
Step d=1: (da,db,dc)=(0, 1, 0), electrons added=1, change of spin=+0.5 hbar
Step d=2: (da,db,dc)=(1, -1, 1), electrons added=1, change of spin=-0.5 hbar
Step d=3: (da,db,dc)=(1, 0, 0), electrons added=2, change of spin=+0.0 hbar
Steps open below row 2200: [0, 2, 3]
Steps open below row 210: [0, 1, 2, 3]
Example path, orbital 1 to 4: 1302
k=4: row=2200, (a,b,c)=(2, 0, 2), measured N_k=4.0000 electrons, S_k=0.0000 hbar
k=3: row=210, (a,b,c)=(1, 1, 1), measured N_k=3.0000 electrons, S_k=0.5000 hbar
k=2: row=21, (a,b,c)=(1, 1, 0), measured N_k=3.0000 electrons, S_k=0.5000 hbar
k=1: row=1, (a,b,c)=(0, 1, 0), measured N_k=1.0000 electrons, S_k=0.5000 hbar
Determinant weights in example state (M=0): 0.5000, 0.5000
Number of singlet paths (4 electrons, 4 orbitals): 20
Singlet paths: 0033 0123 0132 0303 0312 0330 1023 1032 1122 1203
Singlet paths: 1212 1230 1302 1320 3003 3012 3030 3102 3120 3300
Determinants with M=0 (4 electrons, 4 orbitals): 36
Path 1212: S_k for k=1..4 = 0.5, 0.0, 0.5, 0.0 hbar
Path 1212: orbitals 2+3, mean S^2=1.5000 hbar^2, standard deviation=0.8660 hbar^2
Path 1122: S_k for k=1..4 = 0.5, 1.0, 0.5, 0.0 hbar
Path 1122: orbitals 2+3, mean S^2=0.5000 hbar^2, standard deviation=0.8660 hbar^2
Fock space dimension, 4 orbitals: 256
Patterns of all N and S, 4 orbitals: 126
Distinct highest weights, 4 orbitals: 15
Highest-weight vectors, 4 orbitals: 35
Largest Casimir residual: 3.9e-12 (dimensionless)
Singlet paths, 10 electrons in 10 orbitals: 19404
Determinants with M=0, 10 electrons in 10 orbitals: 63504
PASS
```
